# Mean Time to a Stable Trap State through a Metastable One

## Problem

A defect in a gate oxide can be in one of three states. In state N it is neutral. In state M it has captured a carrier, but its atoms sit in a metastable arrangement. In state S it is still charged, and the atoms have relaxed into a stable arrangement. The transition rates are constant:

- capture, N to M: \(a=100\ \mathrm{s^{-1}}\)
- return, M to N: \(b=900\ \mathrm{s^{-1}}\)
- relaxation, M to S: \(c=10\ \mathrm{s^{-1}}\), with no way back.

There is no direct path from N to S. The trap starts in N. What is the mean time until it first reaches S?

## A tempting solution

The trap must first capture a carrier, which takes \(1/a\) on average, and then relax, which takes \(1/c\) on average. The two waits follow one another, so

\[
T\overset{?}{=}\frac1a+\frac1c=0.01\ \mathrm{s}+0.10\ \mathrm{s}=0.11\ \mathrm{s}.
\]

## Where it fails

The return rate \(b\) does not appear in this answer. Yet a trap in M is far more likely to lose its carrier than to relax, and after each loss it must wait for a new capture. The sum allows for one capture only.

To count the captures, treat return and relaxation as two independent random clocks, started on each entry into M. Constant rates mean that the trap keeps no memory of earlier visits. This requires the vibrations excited by each capture or return to die out well within the stay that follows. The probability that neither clock has rung by time \(t\) is \(e^{-bt}e^{-ct}\), so the probability density for a return at time \(t\) is

\[
b\,e^{-(b+c)t}=\frac{b}{b+c}\times(b+c)\,e^{-(b+c)t}.
\]

The second factor is the density of the length of the stay, whose mean is \(1/(b+c)=1.10\) ms. The first is the probability that the stay ends in a return, \(900/910=0.989\). Because the density is a product, the outcome is independent of the length of the stay. Relaxation has probability \(p=c/(b+c)=0.011\).

Let \(K\) be the mean number of captures needed. One capture is certain, and with probability \(1-p\) the process starts afresh:

\[
K=1+(1-p)K\quad\Rightarrow\quad K=\frac1p=\frac{b+c}{c}=91 .
\]

## The right solution

Let \(T_N\) and \(T_M\) be the mean times to reach S from N and from M. They are finite, since each visit to M has the same nonzero chance of ending in S. From N the next state is M. From M the trap stays for \(1/(b+c)\) on average and then, with probability \(b/(b+c)\), is back in N:

\[
T_N=\frac1a+T_M,\qquad T_M=\frac1{b+c}+\frac{b}{b+c}\,T_N .
\]

Multiply the second equation by \(b+c\) and insert the first:

\[
(b+c)T_M=1+bT_N=1+\frac ba+bT_M .
\]

The terms \(bT_M\) cancel, which leaves \(cT_M=(a+b)/a\). Hence

\[
T_M=\frac{a+b}{ac},\qquad
T_N=\frac1a+\frac{a+b}{ac}=\frac{a+b+c}{ac}.
\]

With the given rates,

\[
T_N=\frac{100+900+10}{100\times10}\ \mathrm{s}=1.01\ \mathrm{s}.
\]

A trap that starts in M needs 1.00 s on average, so the starting state must be specified.

The count of captures shows which part of the tempting answer was wrong. The 91 stays in N last \(91/a=0.91\) s in total, and the 91 stays in M last \(91/(b+c)=0.10\) s. The latter equals \(1/c\), so the tempting solution had the time in M right. Its fault was to count one wait in N instead of 91. In a simulation of 20 000 random trajectories with these rates, the mean time was 1.009 s with a standard error of 0.007 s, and the mean number of captures was 91.0.

## Two limits

Written as

\[
T_N=\frac1a+\frac1c+\frac{b}{ac},
\]

the result shows when the tempting solution is good: the last term must be small compared with the first two, which means \(b\ll a+c\). Here \(b=900\ \mathrm{s^{-1}}\) and \(a+c=110\ \mathrm{s^{-1}}\).

In the opposite regime, \(b\gg a+c\), N and M exchange many times before relaxation, because the mean number of returns is \(b/c\). The trap then spends a fraction \(a/(a+b)=0.1\) of its time in M, and S is reached at the effective rate \(ca/(a+b)=1\ \mathrm{s^{-1}}\). This estimate gives 1.00 s, which is 1% below \(T_N\). The missing part is the first wait \(1/a\).

## The spread of the times

The probabilities \(p_N\) and \(p_M\) of being in N and M obey

\[
\dot p_N=-ap_N+bp_M,\qquad \dot p_M=ap_N-(b+c)p_M .
\]

A solution proportional to \(e^{-rt}\) requires \((a-r)(b+c-r)-ab=0\), or

\[
r^2-(a+b+c)r+ac=0 .
\]

The discriminant is \((a-c)^2+b^2+2ab+2bc>0\), so there are two different real roots, with \(r_1+r_2=a+b+c\) and \(r_1r_2=ac\). Both are positive, because their sum and product are. Numerically \(r_1=0.991\ \mathrm{s^{-1}}\) and \(r_2=1009\ \mathrm{s^{-1}}\).

The probability that S has not yet been reached is \(P=p_N+p_M\). Adding the rate equations gives \(\dot P=-cp_M\). At the start \(P=1\) and \(p_M=0\), so \(\dot P(0)=0\). These two conditions fix the amplitudes:

\[
P(t)=\frac{r_2e^{-r_1t}-r_1e^{-r_2t}}{r_2-r_1}.
\]

The density of arrival times is \(-\dot P\). Integration by parts turns the mean into

\[
\int_0^\infty P\,dt=\frac{r_2/r_1-r_1/r_2}{r_2-r_1}=\frac{r_1+r_2}{r_1r_2}=\frac{a+b+c}{ac},
\]

in agreement with the first-jump argument. In the same way the mean square time is

\[
2\int_0^\infty tP\,dt=\frac{2(r_2/r_1^2-r_1/r_2^2)}{r_2-r_1}
=\frac{2(r_1^2+r_1r_2+r_2^2)}{r_1^2r_2^2}.
\]

Subtracting the squared mean leaves the variance \(1/r_1^2+1/r_2^2\), and the standard deviation is 1.01 s. A single observed time is therefore a poor measure of the mean. Half of the arrivals occur within 0.70 s, and 37% take longer than the mean.

## What the rates mean for a multiphonon trap

In a multiphonon transition, lattice vibrations supply or absorb the energy difference between two charge states. Take one lattice coordinate \(q\) and equal parabolas,

\[
V_N=\lambda q^2,\qquad V_M=\lambda(q-1)^2+\Delta .
\]

Here \(\lambda\) is the reorganization energy and \(\Delta\) is the free energy of M above that of N plus its carrier reservoir. Spin is ignored, and the reservoir is treated as a single level, taken as half filled, so that capture and return can share one prefactor. The curves cross where \(0=-2\lambda q+\lambda+\Delta\), at \(q=(\lambda+\Delta)/(2\lambda)\). For \(|\Delta|<\lambda\) the barriers for capture and return are

\[
E_a=\frac{(\lambda+\Delta)^2}{4\lambda},\qquad
E_b=E_a-\Delta .
\]

With a common prefactor \(\nu\), \(a=\nu e^{-E_a/kT}\) and \(b=\nu e^{-E_b/kT}\), so \(b/a=e^{\Delta/kT}\).

Take 400 K (\(kT=0.0345\) eV) and \(\lambda=2\) eV. The given rates then imply

\[
\Delta=kT\ln 9=0.076\ \mathrm{eV},\qquad
E_a=\frac{(2.076\ \mathrm{eV})^2}{8\ \mathrm{eV}}=0.539\ \mathrm{eV},
\]

\(E_b=0.463\) eV and \(\nu=ae^{E_a/kT}=6.1\times10^8\ \mathrm{s^{-1}}\). If relaxation is thermally activated with an attempt rate of \(10^{13}\ \mathrm{s^{-1}}\), its barrier is \(kT\ln10^{12}=0.95\) eV.

**Field.** Let the trap lie 1 nm from the channel in a field of 5 MV/cm. A field error of 2%, or 0.1 MV/cm, shifts the trap level by 0.01 eV against the band edge at the interface, and this is taken here as the shift of \(\Delta\). At fixed temperature, \(\lambda\), \(\nu\) and \(c\), the mean time becomes 1.31 s if \(\Delta\) rises and 0.78 s if it falls. The main cause is the ratio \(b/a\), which changes by the factor \(e^{\pm0.01/0.0345}\), that is 1.34 or its inverse. In a real silicon channel, which at this field holds about \(10^{13}\) carriers per cm\(^2\), the same field error also moves the Fermi level against the band edge, in the same direction and by roughly 2 to 5 meV. With 5 meV added the mean times would be about 1.5 s and 0.7 s, so the figures above understate the sensitivity.

**Temperature.** At 401 K, with the energies and prefactors held fixed, the mean time is 0.94 s, which is 7% shorter. Most of this comes from \(c\), whose relative change per kelvin is \(0.952/(0.0345\times400)=0.069\).

**Tunnelling of the lattice in capture and return.** Classically, \(q\) in state N has variance \(kT/(2\lambda)\). The gap \(V_M-V_N=\lambda+\Delta-2\lambda q\) is then Gaussian with variance \(2\lambda kT\), and its density at zero gap is

\[
\rho=\frac{e^{-E_a/kT}}{\sqrt{4\pi\lambda kT}} .
\]

The quantum counterpart, for phonons of energy \(\hbar\omega=0.05\) eV and a capture that costs \(p\) quanta, is the thermal sum of squared overlaps of the shifted oscillator states,

\[
\rho_p=\frac1{\hbar\omega}\sum_{n\ge p}\left(1-e^{-\hbar\omega/kT}\right)e^{-n\hbar\omega/kT}\,\bigl|\langle n-p|n\rangle\bigr|^2 .
\]

The ratio \(\rho_p/\rho\), with \(\Delta=p\hbar\omega\) in \(\rho\), is 1.91 for both \(p=1\) and \(p=2\), which bracket the present \(\Delta\). Multiplying \(a\) and \(b\) by this factor changes only the term \(1/a\) in \(T_N=1/a+(1+b/a)/c\), and the mean time becomes 1.005 s.

**Tunnelling in relaxation.** Near its top, take the barrier as an inverted parabola with the same quantum \(\hbar\omega\). Its transmission at energy \(E\) from the top is \(1/(1+e^{-2\pi E/\hbar\omega})\). The thermal average, relative to classical passage, is

\[
\int_{-\infty}^{\infty}\frac{dE}{kT}\,\frac{e^{-E/kT}}{1+e^{-2\pi E/\hbar\omega}}
=\frac{u/2}{\sin(u/2)},\qquad u=\frac{\hbar\omega}{kT}<2\pi .
\]

This follows from \(\int_{-\infty}^{\infty}e^{-sx}/(1+e^{-x})\,dx=\pi/\sin\pi s\) with \(x=2\pi E/\hbar\omega\) and \(s=u/2\pi\). The factor is 1.09, and it would shorten the mean time to 0.92 s. Both tunnelling corrections apply if the rates had been calculated classically. A classical relaxation rate, with its barrier measured from the bottom of the well of M, also needs a correction for the quantized vibration in that well. For the same quantum this is a further factor \(\sinh(u/2)/(u/2)=1.09\), and together with tunnelling through the relaxation barrier it gives a mean time of 0.85 s. If the given rates are the actual total rates, they already contain tunnelling and 1.01 s stands.

## Other paths

Suppose N can also reach S directly at a rate \(d\). Then \((a+d)T_N=1+aT_M\), while \((b+c)T_M=1+bT_N\) still holds. Multiply the first by \(b+c\) and insert the second:

\[
(a+d)(b+c)T_N=b+c+a+abT_N
\quad\Rightarrow\quad
T_N=\frac{a+b+c}{ac+d(b+c)} .
\]

For \(d=0.01\ \mathrm{s^{-1}}\) this gives 1.001 s, a reduction of 0.9%.

An escape from S to M at a rate \(e_S\) does not alter the first arrival, since it acts only afterwards. It does limit the final occupation of S. Without the direct path (\(d=0\)), the steady state has \(cp_M=e_Sp_S\) and \(ap_N=bp_M\), so normalization gives \(p_S=1/[1+(e_S/c)(1+b/a)]\). For \(e_S=0.01\ \mathrm{s^{-1}}\) this is 0.990.

## Relation to real devices

The parameters are illustrative, chosen with hole traps in the oxide near a silicon channel in mind; they are not data for an identified defect. Real traps differ in depth, energy and barriers, so a device with many traps has a broad spread of mean times, and 1.01 s describes one trap. The assumption of constant rates fails when bias or temperature varies during the wait. The largest change sized here comes from the field: an error of 2%, counting only the potential drop across the 1 nm of oxide, moves the mean time by +30% or −23% relative to 1.01 s. This ranking depends on the sizes chosen, since at about 7% per kelvin a temperature error of 4 K would have a similar effect. A channel whose carriers occupy many levels also needs rates summed over those levels, which the single-level reservoir leaves out. The numerical output lists the values used.

## Calculated quantities

```
capture rate a = 100 /s
return rate b = 900 /s
relaxation rate c = 10 /s
mean first-passage time from N = 1.0100 s
mean first-passage time from M = 1.0000 s
same from N, master-equation quadrature = 1.010000 s
number of simulated trajectories = 20000
simulated mean = 1.0095 s
standard error of simulated mean = 0.0072 s
mean number of captures = 91.0
simulated number of captures = 91.0
probability of return from M = 0.98901
probability of relaxation from M = 0.01099
mean length of one stay in M = 1.0989 ms
mean total time in N = 0.9100 s
mean total time in M = 0.1000 s
sum 1/a + 1/c that ignores returns = 0.1100 s
slow decay rate r1 = 0.991072 /s
fast decay rate r2 = 1009.0089 /s
standard deviation of passage time = 1.0090 s
median passage time = 0.7004 s
probability of no passage by the mean time = 0.3679
temperature = 400 K
thermal energy kT = 0.03447 eV
reorganization energy = 2.00 eV
level offset delta = 0.0757 eV
capture barrier = 0.5386 eV
return barrier = 0.4628 eV
capture prefactor = 6.108e+08 /s
relaxation attempt rate = 1.0e+13 /s
relaxation barrier = 0.9524 eV
trap depth = 1.0 nm
oxide field = 5.0 MV/cm
field error = 0.10 MV/cm
level shift from field error = 0.0100 eV
mean time, delta raised by the shift = 1.3145 s
mean time, delta lowered by the shift = 0.7820 s
mean time at 401 K = 0.9384 s
phonon quantum = 0.050 eV
capture tunnelling factor, 1 quantum uphill = 1.913
capture tunnelling factor, 2 quanta uphill = 1.908
mean of the two factors = 1.911
mean time with a and b times that mean = 1.0052 s
relaxation tunnelling factor = 1.0934
mean time with c times that factor = 0.9246 s
illustrative direct rate N to S = 0.010 /s
mean time with direct path = 1.0009 s
illustrative escape rate S to M = 0.010 /s
final occupation of S with escape = 0.9901
```
